# Proper-time Dirac propagator in a constant magnetic field and its Landau poles, part 2

A Dirac particle of charge $q$ and mass $m$ moves in a classical, constant field $B$ along $z$, without radiative corrections. Its propagator $S=i(\hat\Pi-m)^{-1}$ is known as an integral over proper time $s$. Where in that integral are the poles of the Landau levels?

Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, and $\hat\Pi=\gamma^\mu\Pi_\mu$ with $\Pi_\mu=i\partial_\mu-qA_\mu$. Across the field $\boldsymbol\Pi=\mathbf p-q\mathbf A$, $[\Pi_x,\Pi_y]=iqB$, and $\Pi_\perp^2$ has eigenvalues $\beta(2\nu+1)$, $\nu=0,1,\dots$

We write $\beta=|qB|$, $\sigma=\mathrm{sgn}(qB)$, $\Sigma=i\gamma^1\gamma^2$, $P_\pm=(1\pm\sigma\Sigma)/2$, $\hat k_\parallel=\gamma^0k_0-\gamma^3k_3$, $\hat k_\perp=\gamma^1k_x+\gamma^2k_y$, $\hat k=\hat k_\parallel-\hat k_\perp$, $k_\parallel^2=k_0^2-k_3^2$, $k^2=k_\parallel^2-k_\perp^2$, $\alpha=k_\perp^2/\beta$, $a=k_\parallel^2-m^2=-M^2$.

Squaring $\hat\Pi$ and a Gaussian integral gave $S(x,x')=\Phi(x,x')\int\frac{d^4k}{(2\pi)^4}e^{-ik\cdot(x-x')}\tilde S(k)$, where $\Phi$ is the straight-line gauge phase and

$$\tilde S=\int_0^\infty ds\;e^{isa-i\alpha T}\big[(\hat k_\parallel+m)(1+i\sigma\Sigma T)-\hat k_\perp(1+T^2)\big],$$

with $T=\tan\beta s$, on a ray $s=re^{-i\theta}$, $0<\theta\le\pi/2$, with $\mathrm{Im}(ae^{-i\theta})>0$. There $z=-e^{-2i\beta s}$ has $|z|<1$ and $iT=(1+z)/(1-z)$.

The scalars $A_\pm$ and $C$ are defined by $\tilde S=-i[(\hat k_\parallel+m)(A_+P_++A_-P_-)-C\hat k_\perp]$. For $M^2>0$ they are integrals over $\tau$, from $0$ to $\infty$, of $e^{-M^2\tau-\alpha\tanh\beta\tau}$ times $1\pm\tanh\beta\tau$ and $\mathrm{sech}^2\beta\tau$.

With $\boldsymbol\Delta=\mathbf r-\mathbf r'$ in the plane $\mathbf r=(x,y)$, the kernel of $e^{-\tau\Pi_\perp^2}$ is $\Phi$ times $\frac{\beta}{4\pi\sinh\beta\tau}e^{-\beta\Delta^2\coth(\beta\tau)/4}$, whose transform is $e^{-\alpha\tanh\beta\tau}/\cosh\beta\tau$. The closing table includes a test of this kernel against a sum over states, with the phase of $\Phi$ in the Landau gauge $\mathbf A=(0,Bx,0)$ and the symmetric gauge $\mathbf A=\tfrac B2(-y,x)$.

The example is an electron with $qB=-0.5\,m^2$, at $k_0=0.6i$, $k_3=0.8$, $\mathbf k_\perp=(0.3,0.4)$ in units of $m$.

**A.** Apart from $e^{isa}$ the integrand is a function of $z$, analytic for $|z|<1$, and each power $z^n=(-1)^ne^{-2in\beta s}$ shifts $a$ to $a-2n\beta$. From $iT=(1+z)/(1-z)$,

$$1+iT=\frac{2}{1-z},\qquad1-iT=\frac{-2z}{1-z},\qquad1+T^2=(1+iT)(1-iT)=\frac{-4z}{(1-z)^2} .$$

Since $\sigma\Sigma=P_+-P_-$ and $1=P_++P_-$, the spin factor is $P_+(1+iT)+P_-(1-iT)=\frac2{1-z}(P_+-zP_-)$. Since $iT=1+2z/(1-z)$, the exponential is $e^{-i\alpha T}=e^{-\alpha}e^{-2\alpha z/(1-z)}$.

The power series comes from the Laguerre polynomials $L_n^c(\zeta)=\sum_{j=0}^n\binom{n+c}{n-j}\frac{(-\zeta)^j}{j!}$, with $L_n=L_n^0$. Multiply by $z^n$, sum over $n$, and set $n=j+l$; for $|z|<1$ the double sum converges absolutely and may be reordered. The inner sum is a binomial series, $\sum_l\binom{l+j+c}{l}z^l=(1-z)^{-j-c-1}$, so

$$\sum_{n=0}^\infty L_n^c(\zeta)z^n=\frac{1}{(1-z)^{c+1}}\sum_j\frac1{j!}\Big(\frac{-\zeta z}{1-z}\Big)^j=\frac{e^{-\zeta z/(1-z)}}{(1-z)^{c+1}} .$$

The longitudinal term has one factor $1/(1-z)$ and uses $c=0$; the transverse term, $+4z\,\hat k_\perp/(1-z)^2$, uses $c=1$; both have $\zeta=2\alpha$. An extra factor $z$ lowers the index by one at fixed power $z^n$. With $L_{-1}^c=0$ the integrand is $e^{isa}e^{-\alpha}\sum_nz^nD_n$, where

$$D_n=2(\hat k_\parallel+m)\big[P_+L_n(2\alpha)-P_-L_{n-1}(2\alpha)\big]+4\,\hat k_\perp L^1_{n-1}(2\alpha) .$$

Each term integrates to $\int ds\,e^{is(a-2n\beta)}=i/(a-2n\beta)$:

$$\tilde S(k)=i\,e^{-\alpha}\sum_{n=0}^\infty\frac{(-1)^nD_n}{k_\parallel^2-m^2-2n\beta+i0} .$$

Using $i/(a-2n\beta)=-i/(M^2+2n\beta)$, the scalars are

$$A_+=2e^{-\alpha}\sum_n\frac{(-1)^nL_n}{M^2+2n\beta},\quad A_-=-2e^{-\alpha}\sum_n\frac{(-1)^nL_{n-1}}{M^2+2n\beta},\quad C=-4e^{-\alpha}\sum_n\frac{(-1)^nL^1_{n-1}}{M^2+2n\beta} .$$

The poles lie in $k_\parallel^2$, at $k_0=\pm E_n$ with $E_n=\sqrt{m^2+k_3^2+2n\beta}$; $k_\perp$ enters the residues and does not move the poles.

**Q.** You exchanged sum and integral, but at $s=0$ the variable $z$ reaches $-1$, the edge of the disc. Does the series converge at all?

**A.** Start the integral at $r=\epsilon$. There $|z|\le e^{-2\beta\epsilon\sin\theta}<1$, the series converges uniformly, and the exchange is legitimate. Term $n$ acquires the factor $e^{is_\epsilon(a-2n\beta)}$, $s_\epsilon=\epsilon e^{-i\theta}$. The integrand is finite at $s=0$, so the limit $\epsilon\to0$ exists: the Landau series is an Abel sum, approached at a fixed angle to the edge, and where the plain series converges Abel's theorem gives it the same value.

Plain convergence depends on $L_n^c(\zeta)$ at large $n$, which I estimate to leading order. It is the coefficient $\oint\frac{dz}{2\pi i}z^{-n-1}(1-z)^{-c-1}e^{-\zeta z/(1-z)}$. Put $z=e^{-u}$ with $u$ small; then $1-z\approx u$, $z/(1-z)\approx1/u-1/2$, and the exponent is $nu-\zeta/u+\zeta/2$. It is stationary where $n+\zeta/u^2=0$, at $u=\pm i\sqrt{\zeta/n}$, with value $\pm2i\sqrt{n\zeta}+\zeta/2$. The second derivative $-2\zeta/u^3$ has modulus proportional to $n^{3/2}$, so the saddle has width proportional to $n^{-3/4}$, and the prefactor $|u|^{-c-1}$ grows as $n^{(c+1)/2}$. For fixed $\zeta>0$,

$$L_n^c(\zeta)\propto n^{c/2-1/4}\cos\big(2\sqrt{n\zeta}+\text{const}\big) .$$

Dividing by $2n\beta$, the terms of $A_\pm$ fall as $n^{-5/4}$ and converge absolutely. Those of $C$ fall as $n^{-3/4}$ and do not. They alternate, however, and the factor $t_n$ multiplying $(-1)^n$ changes slowly: its phase advances by $\sqrt{\zeta/n}$ per step, so $t_n-t_{n+1}$ is of order $n^{-5/4}$ and the paired series converges. Writing the tail as $\pm\tfrac12t_{N+1}$ plus half the alternating sum of these differences, which is smaller by $n^{-1/2}$, shows that the error after $N$ terms is about half the next term: it falls as $N^{-5/4}$ for $A_\pm$ and $N^{-3/4}$ for $C$. The check measures the exponents from root-mean-square errors in two windows of $N$ and finds $-1.254$, $-1.254$, $-0.745$.

At $k_\perp=0$ the estimate fails. There $L_n(0)=1$ and $L^1_{n-1}(0)=n$, so $A_\pm$ converge conditionally and the terms of $C$ do not tend to zero; $C$ exists as an Abel sum and multiplies $\hat k_\perp=0$. For computation the terms are weighted by a cutoff that falls smoothly from one to zero over many levels, so that the alternating contributions cancel across the fall; its accuracy is judged by the comparison with the proper-time integral reported below.

**Q.** The residues change sign with $n$ and with $k_\perp$. A residue of a propagator should be a projector on states. How can it be negative?

**A.** Apart from the factor $i\gamma^0$ found below, the residue is a projector as an operator; what changes sign is its phase-stripped Fourier transform. Let $\mathcal P_\nu$ project on the level $\beta(2\nu+1)$ of $\Pi_\perp^2$ and put $w=e^{-2\beta\tau}$, so $e^{-\tau\Pi_\perp^2}=w^{1/2}\sum_\nu w^\nu\mathcal P_\nu$. In position space, $1/\sinh\beta\tau=2w^{1/2}/(1-w)$ and $\coth\beta\tau=1+2w/(1-w)$, and the generating function with $\zeta=\beta\Delta^2/2$ turns the kernel into $w^{1/2}\frac\beta{2\pi}e^{-\beta\Delta^2/4}\sum_\nu L_\nu(\beta\Delta^2/2)w^\nu$. In momentum space, $1/\cosh\beta\tau=2w^{1/2}/(1+w)$ and $\tanh\beta\tau=1-2w/(1+w)$, and the generating function at $z=-w$ gives $2w^{1/2}e^{-\alpha}\sum_\nu L_\nu(2\alpha)(-w)^\nu$. Equal powers of $w$ must match:

$$\langle\mathbf r|\mathcal P_\nu|\mathbf r'\rangle=\Phi\,\frac{\beta}{2\pi}e^{-\beta\Delta^2/4}L_\nu\Big(\frac{\beta\Delta^2}2\Big)\;\longleftrightarrow\;2(-1)^\nu e^{-\alpha}L_\nu(2\alpha) .$$

At $\Delta=0$ the left side is the density of states of one level and one spin, $\beta/2\pi$, which equals $\int\frac{d^2k_\perp}{(2\pi)^2}$ of the right side. The right side is $2\pi\beta$ times the unit-normalized Wigner function of an oscillator state in the phase plane $(\Pi_x,\Pi_y)$, and a Wigner function is no probability density. The scalar parts of $D_n$ thus pair $\mathcal P_n$ with $P_+$ and $\mathcal P_{n-1}$ with $P_-$, both with positive sign, since $-(-1)^n=(-1)^{n-1}$.

For the full residue write $\hat\Pi-m=\gamma^0(k_0-H)$, with the Dirac Hamiltonian $H=\gamma^0(\boldsymbol\gamma\cdot\boldsymbol\Pi+m)$. Then $S=i(k_0-H)^{-1}\gamma^0$, and the residue at $k_0=E_n$ is $i\Lambda_n\gamma^0$, where $\Lambda_n$ projects on the eigenstates of energy $E_n$. In the series, $k_0^2-E_n^2=(k_0-E_n)(k_0+E_n)$ gives the residue $ie^{-\alpha}(-1)^nD_n/2E_n$ with $k_0=E_n$ in $D_n$. The number of states follows from the trace of $D_n\gamma^0$. One has $\mathrm{tr}(\gamma^0P_\pm\gamma^0)=2$. The terms with $m$ contain an odd number of gamma matrices, and those with $\gamma^3$ or $\hat k_\perp$ contain two or four distinct ones, so their traces vanish. Hence $\mathrm{tr}(D_n\gamma^0)/2E_n=2(L_n-L_{n-1})$, and with the factor $(-1)^ne^{-\alpha}$ restored this is the sum of the transforms of $\mathcal P_n$ and $\mathcal P_{n-1}$, so its integral $\int\frac{d^2k_\perp}{(2\pi)^2}$ is $\beta/2\pi$ for $n=0$ and $2\beta/2\pi$ for $n\ge1$. The lowest level has one spin state and the others two.

**Q.** Both of your forms rest on the same squaring and the same Gaussian. A sign error there would sit in both. Is there a road that avoids them?

**A.** There is one. In the gauge $\mathbf A=(0,Bx,0)$, at fixed $p_y=p$ put $\xi=x-p/qB$, so that $\Pi_x=-i\partial_\xi$ and $\Pi_y=-qB\xi$. The operator $\hat\Pi-m$ is then the same for each $p$; let $g(\xi,\xi')$ be the kernel of $i$ times its inverse. The transverse kernel is $\int\frac{dp}{2\pi}e^{ip\Delta_y}g(x-p/qB,\,x'-p/qB)$. Dividing by $\Phi=e^{iqBX\Delta_y}$, $X=(x+x')/2$, replaces $p$ in the exponent by $k_y=p-qBX$, and then $x-p/qB=\Delta_x/2-k_y/qB$ and $x'-p/qB=-\Delta_x/2-k_y/qB$. The coordinate $X$ has dropped out, and

$$\tilde S(k)=\int d\Delta_x\,e^{-ik_x\Delta_x}\,g\Big(-\frac{k_y}{qB}+\frac{\Delta_x}2,\,-\frac{k_y}{qB}-\frac{\Delta_x}2\Big) .$$

The numerical check inverts the unsquared operator as a matrix in an oscillator basis and does this integral by quadrature, with the same smooth cutoff on the oscillator index. It compares the result with the Landau series for both signs of $qB$ at imaginary, complex and real $k_0$, and with the proper-time integral in the first two cases. The largest deviation of any matrix element is $3\times10^{-14}/m$. It also diagonalizes $H$ and confirms $E_n$, the degeneracies $1,2,2,2$ and the residues of the first four levels.

**Q.** Show me the arithmetic for one point.

**A.** Take the electron with $\beta=0.5\,m^2$, that is $B=2.207\times10^9$ T. At $k_3=0$ the levels are $\sqrt{1+n}\,m$: $1$, $1.4142$, $1.7321$, $2$, or $511.00$, $722.66$, $885.08$, $1022.00$ keV. Each level holds $0.5/2\pi=0.079577\,m^2$ states per area and spin. Let $k_0=0.6i$, $k_3=0.8$, $\mathbf k_\perp=(0.3,0.4)$ in units of $m$. Then $M^2=1+0.64+0.36=2$, $k_\perp^2=0.25$, $\alpha=0.5$, $e^{-\alpha}=0.606531$, the Laguerre argument is $1$, and the denominators are $2+n$. The polynomials are $L_0,\dots,L_3=1,\,0,\,-0.5,\,-0.66667$ and $L^1_0,L^1_1,L^1_2=1,\,1,\,0.5$. In units $1/m^2$:

- $n=0$: $A_+$ gets $2(0.606531)/2=0.606531$; $A_-$ and $C$ get nothing.
- $n=1$: $A_+$ gets $0$, because $L_1(1)=0$ at this chosen point; $A_-$ gets $2(0.606531)/3=0.404354$; $C$ gets $4(0.606531)/3=0.808708$.
- $n=2$: $A_+$ gets $2(0.606531)(-0.5)/4=-0.151633$; $A_-$ gets $0$; $C$ gets $-4(0.606531)/4=-0.606531$.
- $n=3$: $A_+$ gets $-2(0.606531)(-0.66667)/5=0.161742$; $A_-$ gets $2(0.606531)(-0.5)/5=-0.121306$; $C$ gets $4(0.606531)(0.5)/5=0.242612$.

The terms for $n=4$ are $-0.126361$, $0.134785$, $0.067392$, and for $n=5$ they are $0.080871$, $-0.108309$, $-0.274383$. The sums through $n=5$ are $0.571150$, $0.309524$, $0.237798$. The three roads agree on

$$A_+=0.542108,\qquad A_-=0.354576,\qquad C=0.413263\quad(1/m^2).$$

Six levels therefore miss by $+0.029$, $-0.045$ and $-0.175$, which is $5\%$, $13\%$ and $42\%$ of the respective full values. At $n=1000$ the plain sum for $C$ is still off by $2.2\times10^{-3}$, about $0.5\%$ of $C$, and that for $A_+$ by $9\times10^{-5}$.

**Q.** And for real energy above threshold, where the ray integral fails?

**A.** The series gives the continuation, since its terms are meromorphic in $a$ and the tail behaves as above for any $a$ off the poles. At $k_3=0.8$ the poles are at $1.2806$, $1.6248$, $1.9079$, $2.1541$. Take $k_0=1.75$, between the second and third. Then $M^2=1.64-3.0625=-1.4225$ and the denominators for $n=1,2$ are $-0.4225$ and $0.5775$. The two neighbouring terms of $C$ are $4(0.606531)/(-0.4225)=-5.74$ and $-4(0.606531)/0.5775=-4.20$, together $-9.94$, against the full $C=-9.2315$; also $A_+=-1.5784$ and $A_-=-3.0724$. These values are real, because at fixed $k_3$ the spectrum in $k_0$ is discrete and $i0$ matters at the poles. At $k_0=1.8+0.6i$ a tilted ray satisfies the condition and gives $A_+=-0.24491+0.30972\,i$.

**Q.** As $B\to0$ the poles must merge into the free pole at $k^2=m^2$, which depends on $k_\perp$. Does your result do that?

**A.** At fixed $a<0$ or fixed $\mathrm{Im}\,a>0$, where a ray integral exists, the free form is recovered, and the proper-time form shows how. For real $a\ge0$ the poles stay on the axis with spacing $2\beta$, and the residues of the poles near $a$, those with $2n\beta\approx a$, decide what happens. The factor $e^{-\alpha}L_n(2\alpha)$ is, up to the sign $(-1)^n$ and a constant, the Wigner function of level $n$, which oscillates inside the circle $k_\perp^2=\beta(2n+1)$ and decays exponentially outside it. For $a>k_\perp^2$ the point lies inside, the nearby residues oscillate with an amplitude that falls no faster than $\sqrt\beta$, while the spacing of the poles falls as $\beta$; the values at real $a$ therefore do not settle as $\beta\to0$, and the free form is approached once $a$ is given an imaginary part that is large against the pole spacing. A fixed one serves, and so does one that shrinks as $\sqrt\beta$; one of order $\beta$ does not. For $0<a<k_\perp^2$ the point lies outside, the nearby residues become exponentially small, and the free form is approached at real $a$ as well, except in shrinking neighbourhoods of the poles. Expand $T=\beta s+(\beta s)^3/3+\dots$, so $\alpha T=k_\perp^2s+k_\perp^2\beta^2s^3/3+\dots$ To first order in $\beta$ the exponent is $is\lambda$ with $\lambda=k^2-m^2$, and the bracket gains $(\hat k_\parallel+m)\,iqB\Sigma s$. With $\int ds\,s\,e^{is\lambda}=(i/\lambda)^2=-1/\lambda^2$,

$$\tilde S=\frac{i(\hat k+m)}{k^2-m^2}-\frac{iqB(\hat k_\parallel+m)\Sigma}{(k^2-m^2)^2}+O(\beta^2) .$$

The check finds remainders of $1.246\times10^{-4}$ and $3.120\times10^{-5}$ (largest matrix element, units $1/m$) at $\beta=0.04$ and $0.02$, a ratio of $3.995$ against the $4$ of a quadratic term. In the scalars, with $\kappa=M^2+k_\perp^2$ and $\int d\tau\,\tau^je^{-\kappa\tau}=j!/\kappa^{j+1}$, the factors $e^{-\alpha\tanh\beta\tau}\approx e^{-k_\perp^2\tau}(1+k_\perp^2\beta^2\tau^3/3)$ and $\mathrm{sech}^2\beta\tau\approx1-\beta^2\tau^2$ give, through second order,

$$A_\pm\approx\frac1\kappa\pm\frac\beta{\kappa^2}+\frac{2k_\perp^2\beta^2}{\kappa^4},\qquad C\approx\frac1\kappa-\frac{2\beta^2M^2}{\kappa^4},$$

where $2k_\perp^2/\kappa^4-2/\kappa^3=-2M^2/\kappa^4$ was used. In the example $\kappa=2.25$, the free value is $0.444444$, and first order gives $0.444444\pm0.5/2.25^2=0.543210$ and $0.345679$. These are $0.2\%$ above the full $A_+$ and $2.5\%$ below the full $A_-$. The closeness for $A_+$ is an accident of this point: the mean of the full $A_\pm$ exceeds the free value by $0.0039$ and their half-difference falls short of $\beta/\kappa^2$ by $0.0050$, which nearly cancel in $A_+$ and add in $A_-$. The mean of the full $A_\pm$ lies above the free value and $C$ below it, the signs of the second-order terms. The corrections relative to $1/\kappa$ are $\beta/\kappa$, $2k_\perp^2\beta^2/\kappa^3$ and $2M^2\beta^2/\kappa^3$, so the expansion fails as $k^2-m^2=-\kappa\to0$. Each order is singular only at $\kappa=0$, so no finite number of orders shows the discrete poles at $a=2n\beta$, which lie along the whole half-line $a\ge0$.

**Q.** In the opposite limit I would keep the lowest level. Your $n=0$ term is already within twelve per cent of $A_+$ at $\beta=0.5$, and it overshoots. Is that dominance?

**A.** It is not. The ratio $0.606531/0.542108=1.1188$ concerns $A_+$; the lowest level contributes nothing to $A_-$ and $C$, which at this field are of the same size as $A_+$. The overshoot can be derived. With $t=\tanh\beta\tau\in[0,1)$, $A_+=\int d\tau\,e^{-M^2\tau}(1+t)e^{-\alpha t}$, while the lowest term $2e^{-\alpha}/M^2$ is the same integral with $t$ set to $1$. The derivative of $(1+t)e^{-\alpha t}$ is $[1-\alpha(1+t)]e^{-\alpha t}$, positive on $[0,1)$ for $\alpha\le1/2$. For such $\alpha$ and $M^2>0$ the lowest term exceeds $A_+$, and the higher levels sum to a negative amount.

A simple sufficient condition for dominance is $\beta\gg M^2>0$ together with $\beta\gg k_\perp^2$. Then $1-\tanh\beta\tau$ and $\mathrm{sech}^2\beta\tau$ cut the integrals off at $\tau\sim1/\beta$, where the exponential is near one. To leading order $C\approx\int d\tau\,\mathrm{sech}^2\beta\tau=1/\beta$ and $A_-\approx\int d\tau\,(1-\tanh\beta\tau)=\ln2/\beta$, the latter from the antiderivative $\tau-\beta^{-1}\ln\cosh\beta\tau\to\ln2/\beta$. Writing $1+t=2-(1-t)$ gives $A_+\approx2e^{-\alpha}/M^2-\ln2/\beta$. At $\beta=20\,m^2$ and the same $k$ these estimates are $C\approx0.050$, $A_-\approx0.035$, and a ratio of the lowest term to $A_+$ near $1+M^2\ln2/2\beta=1.035$. The computed values are $C=0.0464$, $A_-=0.0325$, $A_+=0.9559$ and a ratio of $1.0332$. In this regime $\tilde S\approx2ie^{-\alpha}(\hat k_\parallel+m)P_+/(k_\parallel^2-m^2)$, a propagator along the field with one spin projection, with relative corrections of order $M^2/\beta$ in the scalars. That statement holds for the tree-level propagator; radiative corrections in such a field lie outside this model.

## Computed values

```
units: mc^2 = 510.9990 keV, hbar/mc = 386.159 fm, B_cr = 4.41401e+09 T
qB = -0.5 m^2, B = 2.20700e+09 T, magnetic length = 1.414214 /m
k0 = 0.6i m, kx = 0.3 m, ky = 0.4 m, k3 = 0.8 m
M^2 = 2.0000 m^2, alpha = 0.5000, exp(-alpha) = 0.606531
n=0: E(k3=0) = 1.000000 m = 511.00 keV; E(k3=0.8) = 1.280625 m; deg 1.000
n=1: E(k3=0) = 1.414214 m = 722.66 keV; E(k3=0.8) = 1.624808 m; deg 2.000
n=2: E(k3=0) = 1.732051 m = 885.08 keV; E(k3=0.8) = 1.907878 m; deg 2.000
n=3: E(k3=0) = 2.000000 m = 1022.00 keV; E(k3=0.8) = 2.154066 m; deg 2.000
states per area per spin: 0.079577 m^2
proper time: A+, A-, C = 0.542107987 0.354576353 0.413262642 /m^2
Landau sum: A+, A-, C = 0.542107987 0.354576353 0.413262642 /m^2
matrix inverse: A+, A-, C = 0.542107987 0.354576353 0.413262642 /m^2
free value 1/(M^2+kperp^2) = 0.444444444 /m^2
first-order A+, A- = 0.543210 0.345679 /m^2
n=0: L_n, L1_n = 1.00000 1.00000; terms A+ A- C = 0.606531 0.000000 0.000000 /m^2
n=1: L_n, L1_n = 0.00000 1.00000; terms A+ A- C = 0.000000 0.404354 0.808708 /m^2
n=2: L_n, L1_n = -0.50000 0.50000; terms A+ A- C = -0.151633 0.000000 -0.606531 /m^2
n=3: L_n, L1_n = -0.66667 -0.16667; terms A+ A- C = 0.161742 -0.121306 0.242612 /m^2
n=4: L_n, L1_n = -0.62500 -0.79167; terms A+ A- C = -0.126361 0.134785 0.067392 /m^2
n=5: L_n, L1_n = -0.46667 -1.25833; terms A+ A- C = 0.080871 -0.108309 -0.274383 /m^2
plain sum to n=5: errors A+ A- C = 2.90e-02 -4.51e-02 -1.75e-01 /m^2
plain sum to n=100: errors A+ A- C = 1.57e-03 -1.64e-03 -1.44e-02 /m^2
plain sum to n=1000: errors A+ A- C = 9.42e-05 -9.31e-05 2.19e-03 /m^2
error exponents A+ A- C = -1.254 -1.254 -0.745
largest deviation among roads, all cases: 3.0e-14 /m
max|(kslash-m)St - i| = 0.18753
weak-field remainders at beta 0.04, 0.02: 1.246e-04 3.120e-05 /m, ratio 3.995
real k0 = 1.75 m: A+, A-, C = -1.5783616 -3.0724362 -9.2315197 /m^2
complex k0 = (1.8+0.6j) m: A+ = -0.2449061+0.3097215j /m^2
points r = [1.0, 0.5], r' = [-0.5, 1.5] /m, Delta^2 = 3.250 /m^2, tau = 1.0 /m^2
phase Landau gauge = 0.12500 rad, symmetric gauge = 0.43750 rad
shift [2.0, -1.0] /m: phase Landau gauge = 1.12500 rad
state sums: 0.0314521+0.0039521j and shifted 0.0136681+0.0286014j m^2
invariant kernel = 0.0316995 m^2, its transform at kperp = 0.7038619
beta = 20 m^2: A+, A-, C = 0.955855 0.032534 0.046447 /m^2
lowest-level term / A+ : beta 0.5: 1.1188, beta 20: 1.0332
```
